# Dalgarno's interchange theorem and response errors in mixed second energy derivatives, part 3

The interchange theorem gives the mixed derivative $E_{ab}$ of a nondegenerate level's energy from either response, $\psi_a$ or $\psi_b$. Subscripts $a,b$ denote derivatives with respect to real $\lambda_a,\lambda_b$ at $\lambda=0$; units are SI. The basis is fixed and, in infinite dimension, perturbations are assumed bounded. With $P=1-|\psi_0\rangle\langle\psi_0|$, $A=H_0-E_0$, $w_a=PH_a\psi_0$, $\Delta=E_1-E_0$ and $H_0|n\rangle=E_n|n\rangle$:

$$A|\psi_a\rangle=-|w_a\rangle,\qquad\text{and likewise}\qquad A|\psi_b\rangle=-|w_b\rangle. \tag{7}$$

$$\frac{\partial E}{\partial\lambda_b}(\lambda)=\Big\langle\psi(\lambda)\Big|\frac{\partial H}{\partial\lambda_b}(\lambda)\Big|\psi(\lambda)\Big\rangle. \tag{9}$$

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle. \tag{12}$$

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_b|w_a\rangle=\langle H_{ab}\rangle-2\,\mathrm{Re}\langle\psi_a|A|\psi_b\rangle. \tag{14}$$

$$E_{ab}=\langle H_{ab}\rangle-2\,\mathrm{Re}\sum_{n\ne0}\frac{\langle0|H_a|n\rangle\langle n|H_b|0\rangle}{E_n-E_0}. \tag{15}$$

Trial responses $\phi=\psi+\delta$ in the $P$ space have residuals $r=A\delta$; $\|v\|_A=\langle v|A|v\rangle^{1/2}$. $N_b$ is $N_a$ with labels exchanged.

$$N_a[\phi_a]=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\phi_a|w_b\rangle, \tag{17}$$

$$N_a[\phi_a]-E_{ab}=2\,\mathrm{Re}\langle\delta_a|w_b\rangle=-2\,\mathrm{Re}\langle\delta_a|A|\psi_b\rangle. \tag{18}$$

$$|N_a-E_{ab}|\le2\,\|\delta_a\|\,\|w_b\|, \tag{19}$$

$$N_a-E_{ab}=-2\,\mathrm{Re}\langle r_a|\psi_b\rangle,\qquad |N_a-E_{ab}|\le2\,\|r_a\|\,\|\psi_b\|. \tag{21}$$

$$W[\phi_a,\phi_b]=\langle H_{ab}\rangle+2\,\mathrm{Re}\big[\langle\phi_a|A|\phi_b\rangle+\langle\phi_a|w_b\rangle+\langle w_a|\phi_b\rangle\big]. \tag{22}$$

$$W[\phi_a,\phi_b]-E_{ab}=2\,\mathrm{Re}\langle\delta_a|A|\delta_b\rangle. \tag{25}$$

$$|N_a-E_{ab}|\le2\,\|\delta_a\|_A\,\|\psi_b\|_A,\qquad|W-E_{ab}|\le2\,\|\delta_a\|_A\,\|\delta_b\|_A\le\frac{2\,\|r_a\|\,\|r_b\|}{\Delta}. \tag{26}$$

The minimum principle is $W[\phi_a,\phi_a]\ge E_{aa}$ for the ground state. Equations (27)–(31) relate $N_a$ to $W$ and treat Galerkin solutions, whose residuals are orthogonal to a subspace $S$. For a common $S$,

$$N_a-E_{ab}=2\,\mathrm{Re}\langle\delta_a|A|\delta_b\rangle. \tag{31}$$

For $E(\lambda)=\mathcal E(x(\lambda),\lambda)$, stationary in real variables $x_i$, the sum $\sum_i(\partial\mathcal E/\partial x_i)(\partial x_i/\partial\lambda_b)$ drops out. With Hessian $\mathcal A$, $(g_a)_i=\partial^2\mathcal E/\partial x_i\partial\lambda_a$ and $\mathcal E_{ab}$ taken at fixed $x$,

$$E_{ab}=\mathcal E_{ab}+g_b\cdot x_a=\mathcal E_{ab}-x_b\cdot\mathcal A\,x_a=\mathcal E_{ab}+g_a\cdot x_b, \tag{33}$$

The self-consistent model has two electrons in one real orbital $\psi$, density $n=2\psi^2$, one-electron Hamiltonian $h$ with potential $v$, Hartree strength $g$, and orbital equation $(h+gn-\varepsilon)\psi=0$:

$$\mathcal E=2\!\int\!\psi h\psi\,dx+\frac g2\!\int\!n^2dx-2\varepsilon\Big(\!\int\!\psi^2dx-1\Big). \tag{35}$$

$$A^{\rm scf}\psi_a=-w_a,\qquad A^{\rm scf}=P\,(h_0+gn_0-\varepsilon_0+2gn_0)\,P,\qquad w_a=Pv_a\psi_0. \tag{37}$$

$$E_{ab}=\int n_0v_{ab}\,dx+4\langle\psi_a|w_b\rangle. \tag{38}$$

The matrix test listed under the computed results checked (14) with random complex Hermitian $8\times8$ matrices.

### Where the result fails

If the level is degenerate, $A$ has a zero eigenvalue in the $P$ space, (7) has in general no solution, and $E(\lambda)$ is in general not differentiable at the crossing. Near a degeneracy the theorem holds, but $\|\psi_b\|$ in (21) can be as large as $\|w_b\|/\Delta$, so a given residual can produce a larger error when $H_b$ couples $\psi_0$ to the nearby level. For an excited state (12)–(25) and (27)–(31) stand (the Galerkin results provided $A$ restricted to $S$, now indefinite, is invertible), while the bounds (26) and the minimum principle, which need positive $A$, do not.

If the basis functions move with the nuclei, the derivative of the energy with respect to a displacement is not the expectation value of $\partial H/\partial\lambda$. The form of (14) that pairs the field response with $w_a$ of the displacement then misses the Pulay terms, and so does (12) with a displacement response computed in the frozen basis. If the basis does not depend on the field, (9) still holds for the field at every displacement, so (12) with $b$ the field remains exact when $\psi_a$ is the complete derivative of the state, including the motion of the basis functions. The general form (33) survives, provided $\mathcal E$ is written in terms of expansion coefficients, so that $g_b$ and $\mathcal E_{ab}$ contain the derivatives of the Hamiltonian and overlap matrix elements. If the energy is not stationary in some of its variables, the sum dropped before (33) does not vanish, and the theorem applies only after those defining equations are added to $\mathcal E$ with multipliers.

All error formulas assume an exact $\psi_0$. An error in $\psi_0$ changes $w_a$, $w_b$ and $\langle H_{ab}\rangle$ at first order; in the language of (33), it shifts $\mathcal A$, $g$ and $\mathcal E_{ab}$ through third derivatives of $\mathcal E$, which stationarity does not remove. Both $N$ and $W$ then acquire an error linear in the ground-state error, so the ground state must be converged to the accuracy wanted in $E_{ab}$, not to its square root. Finally, the operator $e\,x$ of a uniform field is bounded only in a finite region. For an isolated system (7) with $w_b=Pex\psi_0$ is still well defined, because $x\psi_0$ is normalizable for a bound state; in a periodic crystal $x$ does not respect the boundary conditions, and $w_b$ has to be constructed from wavevector derivatives of the Bloch functions before the theorem is used.

### Worked example: a dynamical charge

One electron of mass $m_e$ and charge $-e$, $e=1.602177\times10^{-19}$ C, moves in one dimension in two Gaussian wells and a field $F$ along $+x$. The electrostatic potential is $-Fx$, so the electron's energy in the field is $(-e)(-Fx)=eFx$, and

$$H(u,F)=-\frac{\hbar^2}{2m_e}\frac{d^2}{dx^2}-D_1e^{-(x-R_1)^2/2\sigma^2}-D_2e^{-(x-R_2-u)^2/2\sigma^2}+eFx. \tag{39}$$

The chosen inputs are $D_1=2.243047\times10^{-18}$ J (14 eV), $D_2=1.602177\times10^{-18}$ J (10 eV), $\sigma=6\times10^{-11}$ m, and $R_{1,2}=\mp d/2$ with $d=2.35\times10^{-10}$ m. The parameters are $\lambda_a=u$, the displacement of well 2, and $\lambda_b=F$. Differentiating (39), where $\partial_u[-(x-R_2-u)^2/2\sigma^2]=(x-R_2-u)/\sigma^2$,

$$H_a=-D_2\,\frac{x-R_2}{\sigma^2}\,e^{-(x-R_2)^2/2\sigma^2},\qquad H_b=ex,\qquad H_{ab}=0. \tag{40}$$

By (9) the electronic dipole is $p=-e\langle x\rangle=-\partial E/\partial F$ and the electronic force on well 2 is $f=-\langle\partial H/\partial u\rangle=-\partial E/\partial u$, so the electronic dynamical charge is

$$q^*=\frac{\partial p}{\partial u}=\frac{\partial f}{\partial F}=-E_{ab}. \tag{41}$$

The form with $\psi_a$ computes $\partial p/\partial u$ and the form with $\psi_b$ computes $\partial f/\partial F$. An ion of charge $Ze$ at the well would add $-ZeF(R_2+u)$ to the energy, an explicit term $H_{ab}=-Ze$ that adds $Ze$ to $q^*$; it is left out here.

Two limits are known exactly. If both wells are displaced by the same $u$ at $F=0$, the state is $\psi_0(x-u)$, whose derivative is $-\psi_0'$, orthogonal to $\psi_0$. Responses add, and (12) gives for the sum of the two mixed derivatives $-2e\int\psi_0'\,x\,\psi_0\,dx=-e\int x\,(\psi_0^2)'dx=+e$ after integration by parts. Hence

$$q_1^*+q_2^*=-e. \tag{42}$$

If $D_2\to0$, then $H_a\to0$, $q_2^*\to0$ and $q_1^*\to-e$. If $D_1=D_2$, reflection $x\to-x$ maps a shift $+u$ of well 2 onto a shift $-u$ of well 1 and reverses $\langle x\rangle$, so the two charges are equal, $-e/2$ each. The depths were chosen unequal so that symmetry does not fix the answer.

The problem was solved numerically in a box of length $3\times10^{-9}$ m with hard walls, on 199 equally spaced points, with the kinetic energy represented exactly in the sine functions of the box and the potential diagonal on the grid. Diagonalization gave $E_0=-1.245403\times10^{-18}$ J ($-7.77319$ eV), $\Delta=5.501942\times10^{-19}$ J ($3.43404$ eV) and $\langle x\rangle=-8.941371\times10^{-11}$ m. Equation (7) was solved directly, after adding a positive multiple of $|\psi_0\rangle\langle\psi_0|$ to $A$ to make it invertible on the whole space; this does not alter a solution in the $P$ space. The norms are $\|\psi_a\|=2.685406\times10^{9}$ m$^{-1}$, $\|\psi_b\|=2.370359\times10^{-11}$ m/V, $\|w_a\|=4.522578\times10^{-9}$ N and $\|w_b\|=1.428282\times10^{-29}$ C m.

Both one-response forms of (14) and the sum (15) gave $E_{ab}=-5.897728\times10^{-20}$ C. Independently, the ground-state energy was recomputed at displaced wells and finite fields and combined as

$$m(u,F)=\frac{E(u,F)-E(u,-F)-E(-u,F)+E(-u,-F)}{4uF}, \tag{43}$$

whose leading error is quadratic in the steps and is removed by the extrapolation $[4m(u/2,F/2)-m(u,F)]/3$. With $u=4.0\times10^{-13}$ m and $F=2.0\times10^{8}$ V/m this gave $-5.897728\times10^{-20}$ C. Extrapolated central differences of the dipole in $u$ and of the force in $F$ both gave $+5.897728\times10^{-20}$ C, in accord with (41). Thus $q_2^*=5.897728\times10^{-20}/1.602177\times10^{-19}\,e=+0.36811\,e$. The response to a displacement of well 1 gave $q_1^*=-1.36811\,e$, and the sum is $-e$ as (42) requires.

The sign of $q_2^*$ is not what a picture of charge carried rigidly by each well suggests: the particle is negative, and the charge assigned to well 2 is positive. A rough two-site bookkeeping shows what this sign requires. Write $\langle x\rangle\approx(1-\omega)R_1+\omega R_2$ with $\omega$ the weight on well 2, so $\omega\approx(\langle x\rangle-R_1)/d=(-0.894+1.175)/2.35\approx0.12$. Then $\partial\langle x\rangle/\partial u\approx\omega+d\,\partial\omega/\partial u$. The first term alone would give $q_2^*\approx-0.12\,e$. The computed $\partial\langle x\rangle/\partial u=-0.37$ requires $d\,\partial\omega/\partial u\approx-0.49$. In this description weight moves back to the deep well across the whole distance $d$ when the shallow well is moved away, and this transfer outweighs the rigid motion. Since $\omega$ is defined from $\langle x\rangle$, this is a decomposition of the computed number and not an independent prediction of it. The sizes of the two terms depend on how the density is divided between the wells; with a dividing point between them, part of the effect appears instead as a polarization of the density on the side of the deep well. A dynamical charge is not a static population and is not confined between $0$ and $-e$.

The first excited state $\psi_1$, with its sign fixed so that $x_{10}=\langle1|x|0\rangle>0$, has $x_{10}=8.019935\times10^{-11}$ m and $\langle1|H_a|0\rangle=9.446623\times10^{-10}$ N. Its term in (15) is

$$-2e\,\frac{(8.019935\times10^{-11})(9.446623\times10^{-10})}{5.501942\times10^{-19}}=-0.2754\,e,$$

about three quarters of the total $-0.3681\,e$.

To expose the error laws, both responses were spoiled by the same relative amount $\epsilon$ along $\psi_1$: $\delta_a=\epsilon\|\psi_a\|\psi_1$ and $\delta_b=\epsilon\|\psi_b\|\psi_1$. Since $\langle1|w_b\rangle=e\,x_{10}$, $\langle1|w_a\rangle=\langle1|H_a|0\rangle$ and $\langle1|A|1\rangle=\Delta$, equations (18) and (25) predict

$$N_a-E_{ab}=2\epsilon\|\psi_a\|\,e\,x_{10}=2\epsilon\,(2.685406\times10^{9})(8.019935\times10^{-11})\,e=0.430736\,\epsilon\,e,$$

$$N_b-E_{ab}=2\epsilon\|\psi_b\|\langle1|H_a|0\rangle=4.47838\times10^{-20}\,\epsilon\ \mathrm C=0.279518\,\epsilon\,e,$$

$$W-E_{ab}=2\epsilon^2\|\psi_a\|\|\psi_b\|\Delta=7.00439\times10^{-20}\,\epsilon^2\ \mathrm C=0.437179\,\epsilon^2e.$$

Evaluating (17) and (22) numerically with the spoiled vectors and subtracting the sum over states gave, in units of $e$:

| $\epsilon$ | $N_a-E_{ab}$ | $N_b-E_{ab}$ | $W-E_{ab}$ |
|---|---|---|---|
| $10^{-1}$ | $4.3074\times10^{-2}$ | $2.7952\times10^{-2}$ | $4.3718\times10^{-3}$ |
| $10^{-2}$ | $4.3074\times10^{-3}$ | $2.7952\times10^{-3}$ | $4.3718\times10^{-5}$ |
| $10^{-3}$ | $4.3074\times10^{-4}$ | $2.7952\times10^{-4}$ | $4.3718\times10^{-7}$ |

The logarithmic slopes are $1.0000$, $1.0000$ and $2.0000$. At $\epsilon=10^{-2}$ the relative errors, dividing by $0.3681$, are $1.17\%$ for $N_a$, $0.76\%$ for $N_b$ and $1.2\times10^{-4}$ for $W$. The two nonstationary forms, identical for exact responses, disagree for the approximate responses used here. A nonzero difference shows that at least one response is unconverged, but agreement does not show convergence: the difference vanishes whenever the two linear errors are equal, for instance for Galerkin solutions in a common subspace, or when both responses are too large by the same factor, as in the last example below. The bound (19) for $N_a$ is $2\epsilon(2.685406\times10^9)(1.428282\times10^{-29})=7.6710\times10^{-20}\epsilon$ C $=0.4788\,\epsilon\,e$, and the actual error is $0.90$ of it, the cosine of the angle between $\psi_1$ and $w_b$: $e\,x_{10}/\|w_b\|=0.90$. For $N_b$ the corresponding fraction is $9.446623\times10^{-10}/4.522578\times10^{-9}=0.21$, so only about 4% of $\|w_a\|^2$ lies along $\psi_1$. It was also confirmed numerically that an error made orthogonal to $w_b$ leaves $N_a$ unchanged, that $W$ is exact when $\phi_b=\psi_b$, and that reversing $\delta_b$ moves $W$ to the other side of $E_{ab}$.

For the Galerkin case the subspace $S$ was spanned by $Px^k\psi_0$, $k=1,\dots,K$. The three forms $N_a$, $N_b$ and $W$ coincided, and their common error equalled (31). The scale of the bounds (26) is $2\|\psi_a\|_A\|\psi_b\|_A=0.70812\,e$. With $\rho=\|\delta\|_A/\|\psi\|_A$:

| $K$ | $\rho_a$ | $\rho_b$ | error of $N_a$ ($e$) | bilinear bound ($e$) |
|---|---|---|---|---|
| 2 | 0.834 | 0.260 | 0.0503 | 0.1534 |
| 4 | 0.623 | 0.171 | 0.0465 | 0.0752 |
| 6 | 0.491 | 0.129 | 0.0312 | 0.0447 |

For $K=2$ the bilinear bound is $0.70812\times0.83377\times0.25987=0.1534$, while the linear bound for an arbitrary error of the same size is $0.70812\times0.83377=0.590$. The polynomial basis converges slowly for the displacement response: at $K=6$ the response is still wrong by 49% in the $A$ norm. The mixed derivative from that response is wrong by $0.0312/0.3681=8.5\%$, because the same space describes the field response to 13%.

Finally, the self-consistent model (35) was solved with the same wells and $g=3.204353\times10^{-29}$ J m ($0.2$ eV nm), by iterating the orbital equation with density mixing. The total energy is $-2.277227\times10^{-18}$ J and the orbital energy $\varepsilon_0=-1.041382\times10^{-18}$ J. Multiplying the orbital equation by $2\psi$ and integrating gives $2\varepsilon_0=2\langle h\rangle+g\int n^2dx$, so the Hartree energy is $2\varepsilon_0-E=(-2.082764+2.277227)\times10^{-18}=1.94463\times10^{-19}$ J. Equation (38) with $\psi_a$, the same with $\psi_b$, and the finite difference (43) of the self-consistent total energy all gave $E_{ab}=-5.860075\times10^{-20}$ C, or $q_2^*=+0.36576\,e$ for the two electrons together, and the charges of the two wells add to $-2e$. Leaving the screening term $2gn_0$ out of $A^{\rm scf}$ gives $0.64509\,e$, too large by a factor $1.76$ in this example.

Both self-consistent responses were then multiplied by $1.01$, so that $\delta=0.01\,\psi$. With $v_{ab}=0$, the nonstationary error is $4(0.01)\langle\psi_a|w_b\rangle=10^{-2}E_{ab}$. The stationary error is $4(0.01)^2\langle\psi_a|A^{\rm scf}|\psi_b\rangle=-10^{-4}E_{ab}$, where the sign follows from $\langle\psi_a|A^{\rm scf}|\psi_b\rangle=-\langle\psi_a|w_b\rangle$. The relative errors found numerically, against the finite-difference value, were $1.0000\times10^{-2}$ and $-1.000\times10^{-4}$.

## Computed results

```
matrix test (dimensionless): <H_ab>=-0.267733, FD E_ab=-0.194928
  <psi_a|w_b>=0.036402+0.062027j, <psi_b|w_a>=0.036402-0.062027j
D1 (14 eV) = 2.243047e-18 J
D2 (10 eV) = 1.602177e-18 J
sigma = 6e-11 m
d = 2.35e-10 m
box L = 3e-09 m
grid points = 199 
e = 1.602177e-19 C
E0 = -1.245403e-18 J (-7.77319 eV), E1-E0 = 5.501942e-19 J (3.43404 eV)
FD steps: u = 4.0e-13 m, F = 2.0e+08 V/m (and halves)
<x> = -8.941371e-11 m
||psi_a|| = 2.685406e+09 1/m
||psi_b|| = 2.370359e-11 m/V
||w_a|| = 4.522578e-09 N
||w_b|| = 1.428282e-29 C m
x10 = 8.019935e-11 m
<1|H_a|0> = 9.446623e-10 N
E_ab from psi_a = -5.897728e-20 C
E_ab from psi_b = -5.897728e-20 C
E_ab sum over states = -5.897728e-20 C
E_ab FD of energy = -5.897728e-20 C
dp/du FD = 5.897728e-20 C
df/dF FD = 5.897728e-20 C
q*(well 2)/e = 0.3681072 
q*(well 1)/e = -1.368107 
sum q*/e = -1 
eps; errors of N_a, N_b, W in units of e
  1e-01  4.307356e-02  2.795183e-02  4.371793e-03
  1e-02  4.307356e-03  2.795183e-03  4.371793e-05
  1e-03  4.307356e-04  2.795183e-04  4.371793e-07
log slopes: 1.0000 1.0000 2.0000
coefficients/e: 0.430736 0.279518 0.437179
2||psi_a||_A ||psi_b||_A / e = 0.7081197 
K; rel A-norm errors a, b; error of N_a /e; bound /e
  2  8.3377e-01  2.5987e-01  5.0341e-02  1.5343e-01
  4  6.2261e-01  1.7063e-01  4.6512e-02  7.5228e-02
  6  4.9063e-01  1.2866e-01  3.1213e-02  4.4700e-02
g (0.2 eV nm) = 3.204353e-29 J m
SCF total energy = -2.277227e-18 J
SCF eps = -1.041382e-18 J
SCF E_ab from psi_a = -5.860075e-20 C
SCF E_ab from psi_b = -5.860075e-20 C
SCF E_ab FD = -5.860075e-20 C
SCF q*(well 2)/e = 0.3657571 
SCF sum q*/e = -2 
unscreened (wrong) q*/e = 0.6450934 
SCF, responses 1% too large: rel error N = 1.0000e-02, W = -1.000e-04
```
